# Energy conservation and the pseudo-temperature in spectral phonon relaxation

Suppose that phonon collisions pull every mode towards equilibrium at one common temperature, each mode at its own rate. For small departures from a reference temperature $T_0$, the form of that common temperature can be found almost without calculation. Let mode $j$ have heat capacity $C_j$ per unit volume, lifetime $\tau_j$, and a temperature $T_0+\theta_j$ of its own. The shift of the target must be linear in the $\theta_j$, and it must equal $\theta$ when all modes share the same $\theta$, since nothing should then relax. It is therefore an average $\sum_j a_j\theta_j/\sum_j a_j$. Energy conservation is a balance of powers, and the power per volume that mode $j$ can deliver to collisions has the form $C_j\theta_j/\tau_j$. The weight must be $a_j=C_j/\tau_j$. A common change in the unit of time cancels from the average, but differences between lifetimes do not. The temperature that measures the stored energy compares energies instead of powers, so its weight is $C_j$. There is no general reason for the two averages to agree.

To make this precise, let $u_j$ be the thermal energy density of mode $j$, without zero-point energy. The index includes branch, frequency and direction, or a small cell of these. The equilibrium value is

$$u_j^{\rm eq}(T)=\frac{D_j\hbar\omega_j}{e^{x_j}-1},\qquad x_j=\frac{\hbar\omega_j}{k_BT},$$

where $D_j$ is the number of modes per volume in the cell. Its derivative follows from $dx_j/dT=-x_j/T$:

$$\frac{du_j^{\rm eq}}{dT}=D_j\hbar\omega_j\,\frac{e^{x_j}}{(e^{x_j}-1)^2}\,\frac{x_j}{T}
=D_jk_B\,\frac{x_j^2e^{x_j}}{(e^{x_j}-1)^2}>0 .$$

This derivative at $T_0$ is $C_j$. The spectral relaxation-time equation, with group velocity $\mathbf v_j$ and external heating $s_j$, is

$$\frac{\partial u_j}{\partial t}+\mathbf v_j\cdot\nabla u_j=\frac{u_j^{\rm eq}(T_*)-u_j}{\tau_j}+s_j .$$

The lifetimes are fixed positive numbers, equal for opposite directions, and the target $T_*$ is still to be chosen. Summing over modes, with $E=\sum_ju_j$ and heat flux $\mathbf J=\sum_j\mathbf v_ju_j$, gives

$$\frac{\partial E}{\partial t}+\nabla\cdot\mathbf J=\sum_js_j+P,\qquad
P(T_*)=\sum_j\frac{u_j^{\rm eq}(T_*)-u_j}{\tau_j}.$$

The term $P$ is power created by the collision model itself. Collisions only redistribute energy among the phonons, so $P$ must vanish at each place and time. The condition is

$$\sum_j\frac{u_j^{\rm eq}(\tilde T)}{\tau_j}=\sum_j\frac{u_j}{\tau_j}.$$

The left side rises continuously from zero to infinity as $\tilde T$ does the same, and every term has a positive derivative. For any state with positive energy there is thus one root and no other. This root is the pseudo-temperature $\tilde T$, and relaxation to any other common temperature violates energy conservation. The energy temperature $T$ is defined by a different condition,

$$\sum_ju_j^{\rm eq}(T)=\sum_ju_j .$$

Both temperatures have a proper use: $T$ reports how much energy is present, and $\tilde T$ belongs in the collision term.

For small departures, write $g_j=u_j-u_j^{\rm eq}(T_0)$ and $\theta_j=g_j/C_j$. To first order $u_j^{\rm eq}(\tilde T)=u_j^{\rm eq}(T_0)+C_j(\tilde T-T_0)$. Inserting this in the condition for $\tilde T$ cancels the reference energies and leaves $(\tilde T-T_0)\sum_jC_j/\tau_j=\sum_jg_j/\tau_j$. The condition for $T$ is treated in the same way, so that

$$\tilde T-T_0=\frac{\sum_j(C_j/\tau_j)\theta_j}{\sum_jC_j/\tau_j},\qquad
T-T_0=\frac{\sum_jC_j\theta_j}{\sum_jC_j}.$$

The weight $C/\tau$ is thus a first-order statement; far from equilibrium the root above replaces the average. Let $C=\sum_jC_j$ and let $\langle y\rangle=\sum_jC_jy_j/C$ be the average weighted by heat capacity. Then

$$\tilde T-T=\frac{\langle\theta/\tau\rangle}{\langle1/\tau\rangle}-\langle\theta\rangle
=\frac{\langle\theta/\tau\rangle-\langle1/\tau\rangle\langle\theta\rangle}{\langle1/\tau\rangle}.$$

The numerator is the covariance of scattering rate and mode temperature. If the rapidly scattered modes are the hotter ones, $\tilde T$ lies above $T$. If the two quantities are uncorrelated, the temperatures agree to first order even though the system is out of equilibrium.

Two cases of agreement hold beyond first order. If all lifetimes are equal, the common factor $1/\tau$ drops out of the condition for $\tilde T$, which becomes the condition for $T$. If the disturbance is odd in direction, the contributions of opposite directions to $\sum_jg_j$ and to $\sum_jg_j/\tau_j$ cancel, so both temperatures equal $T_0$. The leading response to a uniform temperature gradient, $g_j=-C_j\tau_j\mathbf v_j\cdot\nabla T$, is of this odd kind. A difference between the temperatures needs an even part of the disturbance that leaves modes of different lifetime at different temperatures.

If the model relaxes to $T$ instead, its spurious power follows by replacing $\sum_ju_j/\tau_j$ with $\sum_ju_j^{\rm eq}(\tilde T)/\tau_j$, which is the same number by definition:

$$P(T)=\sum_j\frac{u_j^{\rm eq}(T)-u_j^{\rm eq}(\tilde T)}{\tau_j}
\simeq C\langle1/\tau\rangle\,(T-\tilde T).$$

Energy disappears when $\tilde T>T$ and is created when $\tilde T<T$.

The accumulated error can be found for a uniform, closed system, in which the gradient and source terms are absent. Multiply the faulty equation by $\tau_j$ and sum, using lifetimes that are constant in time:

$$\frac{d}{dt}\sum_j\tau_ju_j=\sum_ju_j^{\rm eq}(T)-\sum_ju_j=0 .$$

The last equality is the definition of $T$. The faulty model does have a conservation law, but for $\sum_j\tau_ju_j$ in place of the energy. It also comes to rest at a common temperature. To see this, assign to each mode the temperature at which its equilibrium energy equals $u_j$. The target $T$ lies between the lowest and highest of these values, and strictly between them unless all are equal. The hottest modes therefore cool and the coldest warm until, for a finite set of modes, the spread has vanished. The final temperature $T_f$ is fixed by the conserved sum,

$$\sum_j\tau_ju_j^{\rm eq}(T_f)=\sum_j\tau_ju_j(0),\qquad
T_f-T_0\simeq\frac{\langle\tau\theta(0)\rangle}{\langle\tau\rangle},$$

where the second form is the first-order result. Three weights have now appeared: $C/\tau$ for the target that conserves energy, $C$ for the energy temperature, and $C\tau$ for the final temperature of the faulty model.

A model with round parameters shows their sizes. Take three equal linear acoustic branches with speed $v=6$ nm/ps, cut off at $\omega=60$ rad/ps. The density of states per volume is $3\omega^2/(2\pi^2v^3)$, and the scattering rate is

$$\frac1\tau=0.01\ {\rm ps^{-1}}+(10^{-4}\ {\rm ps})\,\omega^2 .$$

At the cutoff this is $0.01+0.36=0.37$ ps$^{-1}$, a lifetime of 2.7 ps, while the lifetime approaches 100 ps at low frequency. The constant part of the rate is a model choice that keeps long-wave lifetimes finite. Frequency integrals are evaluated by Gauss–Legendre quadrature with 16 points below 45 rad/ps and 8 points above, so that the step in the initial state used below falls on a panel edge. At 300 K they give $C=0.624$ MJ/(m³ K), $\langle1/\tau\rangle=0.2213$ ps$^{-1}$, $\langle\tau\rangle=6.62$ ps and $\langle\tau^2\rangle=93.6$ ps².

Let all modes above 45 rad/ps start at 400 K and all others at 300 K. The hot modes hold a share 0.557 of $C$, but 0.740 of $C/\tau$, because they are scattered fastest. If each hot mode is simply assigned $\theta=100$ K, the averages give $T\simeq355.7$ K and $\tilde T\simeq374.0$ K. Solving the two full conditions with a bracketing root finder gives

$$T=356.8\ {\rm K},\qquad \tilde T=374.8\ {\rm K},\qquad \tilde T-T=18.0\ {\rm K}.$$

The covariance formula, with $\theta_j$ taken from its definition $g_j/C_j$, gives 19.0 K, about 6% above the full difference. This $\theta_j$ exceeds 100 K for the hot modes because their heat capacity grows between 300 and 400 K.

The first-order estimate of the spurious power at the start is

$$P\simeq0.624\times0.2213\times(-18.0)\simeq-2.5\ {\rm MJ/(m^3\,ps)},$$

and the full Bose–Einstein expression gives $-2.6$ MJ/(m³ ps). The minus sign means that relaxation to $T$ destroys energy, as the ordering $\tilde T>T$ requires.

The later behaviour follows from integrating the mode equations with a stiff multistep method, finding the target temperature anew at each evaluation. With the correct target, $T$ stays at 356.8 K, while $\tilde T$ falls from 374.8 K to 361.7 K after 10 ps and 357.2 K after 50 ps. The two temperatures merge as the spectrum equilibrates. With the faulty target, $T$ itself drifts to 338.2 K after 10 ps and 331.4 K after 50 ps, and ends at 330.2 K. The weight $C\tau$ accounts for this end point: the hot modes have only 0.293 of $C\tau$, so assigning $\theta=100$ K to each hot mode in the first-order formula gives $300+0.293\times100=329.3$ K. Of the initial 36.1 MJ/m³ above the energy at 300 K, 17.0 MJ/m³ has vanished, or 47%.

This example starts far from equilibrium, and one might expect the faulty target to become harmless when temperature varies slowly in space. A steady heating pattern $Q\cos(qx)$ shows that it does not. Work to first order about $T_0$, and let $j$ now label frequency and branch only, with $\mu$ the cosine of the angle between propagation and the $x$ axis. Let $g_j(\mu)$ be normalized so that its average over directions, $\bar g_j=\frac12\int_{-1}^1g_j\,d\mu$, is the energy density of group $j$. The heating is equal in all directions and is shared as $p_j=C_j/C$. All fields are real parts of amplitudes times $e^{iqx}$. With target amplitude $A_*$, the steady equation is

$$iqv\mu\,g_j=\frac{C_jA_*-g_j}{\tau_j}+p_jQ .$$

Multiplying by $\tau_j$ and collecting $g_j$ gives, with $K_j=qv\tau_j$,

$$g_j(\mu)=\frac{C_jA_*+p_jQ\tau_j}{1+iK_j\mu}.$$

The directional average needs one integral. Multiplying numerator and denominator by $1-iK_j\mu$ separates an odd part, which integrates to zero, from an even part:

$$S_j=\frac12\int_{-1}^{1}\frac{d\mu}{1+iK_j\mu}
=\int_0^1\frac{d\mu}{1+K_j^2\mu^2}=\frac{\arctan K_j}{K_j}.$$

Hence $\bar g_j=S_j(C_jA_*+p_jQ\tau_j)$. For the correct target, $A_*=\tilde A$ and energy conservation requires $\sum_j\bar g_j/\tau_j=\tilde A\sum_jC_j/\tau_j$. Inserting $\bar g_j$ and moving the terms in $\tilde A$ to one side yields

$$\tilde A=\frac{Q\sum_jp_jS_j}{\sum_j(C_j/\tau_j)(1-S_j)} .$$

The energy temperature of this same solution has amplitude $A=\sum_j\bar g_j/C$. If instead the target is forced to be the energy temperature, its amplitude $A_w$ must satisfy $CA_w=\sum_jS_j(C_jA_w+p_jQ\tau_j)$, so

$$A_w=\frac{Q\sum_jp_j\tau_jS_j}{\sum_jC_j(1-S_j)} .$$

For periods much longer than every mean free path, $K_j\ll1$ and $\arctan K_j=K_j-K_j^3/3+\dots$. Thus $S_j\to1$ and $1-S_j\to q^2v^2\tau_j^2/3$. The correct result becomes

$$\tilde A\to\frac{Q}{\kappa q^2},\qquad
\kappa=\frac13\sum_jC_jv^2\tau_j=\frac13Cv^2\langle\tau\rangle .$$

This is Fourier's law with the usual kinetic conductivity. The faulty result has an extra power of $\tau$ in both sums:

$$A_w\to\frac{Q\langle\tau\rangle}{q^2Cv^2\langle\tau^2\rangle/3}
=\frac{Q}{\kappa_wq^2},\qquad
\kappa_w=\kappa\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

Since a variance cannot be negative, $\kappa_w\geq\kappa$ for one common speed and heating shared as $p_j=C_j/C$, with equality when all lifetimes are equal. The wrong value does not come from a wrong response of the flux to a gradient. At long periods the odd part of $g_j$ is still $-iqv\mu\tau_jC_jA_w$ to leading order, which gives a flux with the correct $\kappa$. Its divergence is

$$\kappa q^2A_w=Q\,\frac{\kappa}{\kappa_w}=Q\,\frac{\langle\tau\rangle^2}{\langle\tau^2\rangle}.$$

The rest of the supplied heat is removed by the collision term. An observer who assumes that all of $Q$ is carried away infers too large a conductivity from the small temperature amplitude. The sign and size of this error belong to the assumed source and speeds. For general $p_j$ and $v_j$ the same limit gives $\kappa_w=\sum_jC_jv_j^2\tau_j^2/(3\sum_jp_j\tau_j)$. With equal speeds, heating shared in proportion to $C_j\tau_j$ gives $\kappa_w=\kappa$, and a source weighted still more towards long-lived modes gives $\kappa_w<\kappa$, with the collision term then creating energy.

It remains to see how this is compatible with $T$ and $\tilde T$ becoming relatively close at long periods. In the correct solution,

$$A-\tilde A=\frac{Q\sum_jp_j\tau_jS_j-\tilde A\sum_jC_j(1-S_j)}{C}.$$

The first term tends to $Q\langle\tau\rangle/C$. In the second, the factor $q^2$ from $1-S_j$ cancels the $1/q^2$ in $\tilde A$, leaving

$$A-\tilde A\to\frac QC\left(\langle\tau\rangle-\frac{\langle\tau^2\rangle}{\langle\tau\rangle}\right)
=-\frac QC\,\frac{\langle\tau^2\rangle-\langle\tau\rangle^2}{\langle\tau\rangle}.$$

The difference tends to a constant while $\tilde A$ grows as $1/q^2$, so the relative difference does vanish. But the spurious power is the difference itself times $C\langle1/\tau\rangle$, and this is proportional to $Q$ with no power of $q$. A small relative temperature error is therefore no guarantee of a small energy error.

For the model above, take $Q=0.01$ MJ/(m³ ps), which is $10^{16}$ W/m³. This value keeps the amplitudes at a few kelvin for a period of 1 µm, but $Q/(\kappa q^2)$ would be about $5\times10^4$ K at 100 µm, far outside a first-order treatment about 300 K. At long periods the heating must be much weaker. Since the equations are linear in $Q$, the temperature difference and spurious power below then shrink in proportion to $Q$, while the apparent conductivities and the shares of the heating do not change. The limiting difference is

$$A-\tilde A\to-\frac{0.01}{0.624}\left(\frac{93.6}{6.62}-6.62\right)\simeq-0.12\ {\rm K}.$$

Putting $T$ into the collision term while holding the correct distribution fixed would then remove $0.624\times0.2213\times0.12\simeq0.017$ MJ/(m³ ps), more than the heating itself. In the faulty steady state the distribution has adjusted, and the removed share is $1-\langle\tau\rangle^2/\langle\tau^2\rangle=0.53$.

The conductivities are

$$\kappa=\frac{0.624\times6^2\times6.62}{3}\simeq49.6\ {\rm W/(m\,K)},\qquad
\kappa_w\simeq2.13\,\kappa\simeq106\ {\rm W/(m\,K)},$$

because 1 MJ nm²/(m³ K ps) equals 1 W/(m K). At a period of 100 µm, the apparent conductivity $Q/(q^2\tilde A)$ is 49.6 W/(m K), and the one from $A$ agrees with it to this precision. The faulty amplitude gives 105.8 W/(m K). Making the grating longer does not repair the result; it brings the error closer to its limiting factor.

At a period of 1 µm the longest mean free paths, near 600 nm, are no longer short. The amplitudes are $\tilde A=5.81$ K, $A=5.75$ K and $A_w=3.45$ K, with apparent conductivities of 43.6, 44.1 and 73.5 W/(m K). The correct values lie below $\kappa$ because long-path phonons carry less heat than Fourier's law assigns to them. The choice between $\tilde T$ and $T$ when reading the correct solution changes the result by about 1%, whereas using $T$ as the target changes it by 69% relative to the value from $\tilde A$. Solving the faulty equation with 32 Gauss–Legendre directions and taking the divergence of its flux shows that 60% of the supplied heat is carried, compared with 47% at long periods.

The opposite limit explains why the error shrinks as the period falls. When $K_j\gg1$ for all modes, $\arctan K_j\to\pi/2$ and $S_j\to\pi/(2qv\tau_j)$. With $p_j=C_j/C$, the sums over $C_j/\tau_j$ cancel in $\tilde A$, and the factor $\tau_jS_j$ in $A_w$ no longer depends on the mode. To leading order

$$\tilde A=A=A_w=\frac{\pi Q}{2qvC}.$$

The target of scattering has no influence at this order, because in $g_j$ the term $C_jA_*$ is smaller than the source term $p_jQ\tau_j$ by the factor $CA_*/(Q\tau_j)=\pi/(2K_j)$. Half of the amplitude comes from the narrow range of directions $|\mu|<1/K_j$, nearly parallel to the planes of equal heating, since the integral for $S_j$ over this range is $\pi/(4K_j)$. Phonons in other directions move across the pattern before they scatter and largely average it out. All modes also have the same $\theta_j=\bar g_j/C_j$, and the covariance vanishes. For general speeds $\theta_j\to\pi p_jQ/(2qv_jC_j)$, so this equality needs $p_j\propto C_jv_j$, which for equal speeds is heating in proportion to heat capacity; another spectral distribution of the source would give the modes different temperatures.

These results concern a model in which every mode relaxes independently towards one isotropic equilibrium. If the lifetimes depend on the local state, they are still definite numbers at each instant, and the condition for $\tilde T$ keeps its unique root. The conservation of $\sum_j\tau_ju_j$ in the faulty model no longer follows, however, because its proof used constant lifetimes. If all lifetimes change by one common factor, the same sum taken with fixed reference lifetimes is still conserved. If the lifetimes are instead made functions of the unknown target, the balance need not be monotonic and uniqueness must be examined again. A full collision operator built from energy-conserving phonon processes needs no pseudo-temperature, since its energy balance holds process by process. The pseudo-temperature restores to the relaxation model the total energy balance that was lost when those processes were replaced by independent decay rates. It restores nothing else: normal processes also conserve crystal momentum, and elastic scattering by impurities or boundaries conserves energy at each frequency separately. Where either dominates, relaxation towards one isotropic common temperature remains a poor model even with the correct target.
